# Recoil of free oxygen and indium atoms in hard X-ray photoemission: test program

```python
"""Recoil of a free atom that emits a photoelectron.

Result under test: E_R = p^2/(2M) = (m/M) K [1 + K/(2 m c^2)]
  K = electron kinetic energy, p = electron momentum, m = electron mass,
  M = atomic mass, c = speed of light, E_R = kinetic energy of the ion.
Also tested: effects of photon momentum, thermal motion and binding.
Energies are in eV unless a name says otherwise; masses and momenta are SI.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.linalg import expm, eigh

mp.mp.dps = 40
e, c, hbar = const.e, const.c, const.hbar
m_e, u = const.m_e, const.atomic_mass
rest_electron = m_e * c**2 / e

K = 6000.0                 # electron kinetic energy, eV
K_soft = 950.0             # electron energy with a soft X-ray source, eV
T = 300.0                  # temperature, K
kT = const.k * T / e
# standard atomic weight (u), rough core binding energy (eV),
# rough vibrational quantum of the bound atom (eV)
atoms = {"O": (15.999, 540.0, 0.050), "In": (114.818, 450.0, 0.015)}


def momentum(kinetic):
    return np.sqrt(2 * m_e * kinetic * e * (1 + kinetic / (2 * rest_electron)))


def recoil(kinetic, mass):
    return momentum(kinetic)**2 / (2 * mass) / e


def recoil_from_conservation(photon, binding, mass, cos_angle, kick):
    """Solve relativistic conservation laws; kick=0 drops photon momentum."""
    me = mp.mpf(rest_electron)
    atom = mp.mpf(mass) * mp.mpf(c)**2 / mp.mpf(e)
    ion = atom - me + binding
    photon = mp.mpf(photon)

    def ion_total(kin):
        pc = mp.sqrt((kin + me)**2 - me**2)
        kc = kick * photon
        return mp.sqrt(pc**2 + kc**2 - 2 * pc * kc * cos_angle + ion**2)

    def imbalance(kin):
        return photon + atom - (kin + me) - ion_total(kin)

    start = photon - binding
    kin = mp.findroot(imbalance, (start, start - 1))
    return float(ion_total(kin) - ion), float(kin)


def bound_atom(mass, quantum, quartic, size=180):
    """Energy transfer by a sudden kick, from explicit matrices."""
    lower = np.diag(np.sqrt(np.arange(1, size)), 1)
    x = lower + lower.T
    d = lower - lower.T
    x2 = x @ x
    H = quantum * (x2 / 4 - d @ d / 4 + quartic * x2 @ x2)
    omega = quantum * e / hbar
    length = np.sqrt(hbar / (2 * mass * omega))
    U = expm(1j * momentum(K) / hbar * length * x)
    levels, states = eigh(H)
    prob = np.abs(states.T @ U @ states)**2      # [final, initial]
    weight = np.exp(-(levels - levels[0]) / kT)
    weight /= weight.sum()
    gain = levels[:, None] - levels[None, :]
    mean = np.sum(prob * gain * weight)
    variance = np.sum(prob * gain**2 * weight) - mean**2
    return mean, np.sqrt(variance), prob[0, 0]


p = momentum(K)
print(f"Electron kinetic energy: {K/1000:.1f} keV")
print(f"Electron rest energy: {rest_electron/1000:.3f} keV")
print(f"Electron mass: {m_e:.5e} kg")
print(f"Electron momentum: {p:.4e} kg m/s")
print(f"Relativistic correction K/(2mc^2): {100*K/(2*rest_electron):.3f} %")
print(f"Temperature: {T:.0f} K;  kT: {kT:.5f} eV")

E_R = {}
for name, (weight_u, binding, quantum) in atoms.items():
    M = weight_u * u
    E = recoil(K, M)
    E_R[name] = E
    photon = K + binding + E

    # recoil energy with photon momentum left out
    exact, kin = recoil_from_conservation(photon, binding, M, 0, 0)
    # tolerance: the formula uses the atomic mass for the ion mass
    assert abs(exact / E - 1) < 1e-4
    assert abs(kin - K) < 1e-3

    # photon momentum at three emission angles
    q = photon * e / (c * p)
    angular = []
    for cos_angle in (1, 0, -1):
        formula = E * (1 - 2 * q * cos_angle + q**2)
        exact, _ = recoil_from_conservation(photon, binding, M, cos_angle, 1)
        assert abs(exact / formula - 1) < 2e-4
        angular.append(formula)

    # thermal motion: average over the momentum component along emission
    node, wt = np.polynomial.hermite.hermgauss(24)
    wt = wt / np.sqrt(np.pi)
    P = np.sqrt(2 * M * const.k * T) * node
    gain = ((P - p)**2 - P**2) / (2 * M) / e
    mean = np.sum(wt * gain)
    sd = np.sqrt(np.sum(wt * (gain - mean)**2))
    sd_free = np.sqrt(2 * E * kT)
    assert abs(mean / E - 1) < 1e-9
    assert abs(sd / sd_free - 1) < 1e-9

    # bound atom: harmonic well, then an anharmonic one
    mean_h, sd_h, still = bound_atom(M, quantum, 0.0)
    sd_bound = np.sqrt(E * quantum / np.tanh(quantum / (2 * kT)))
    no_phonon = np.exp(-E / quantum)
    assert abs(mean_h / E - 1) < 1e-6
    assert abs(sd_h / sd_bound - 1) < 1e-6
    assert abs(still / no_phonon - 1) < 1e-6
    mean_a, sd_a, _ = bound_atom(M, quantum, 0.02)
    assert abs(mean_a / E - 1) < 1e-5
    assert abs(sd_a / sd_h - 1) > 1e-3    # the well really is different

    print(f"{name}: atomic weight: {weight_u:.3f} u;  mass: {M:.4e} kg")
    print(f"{name}: mass ratio m/M: {m_e/M:.4e}")
    print(f"{name}: recoil speed: {p/M:.1f} m/s")
    print(f"{name}: recoil energy without relativity: {m_e/M*K:.5f} eV")
    print(f"{name}: recoil energy: {E:.5f} eV = {E*e:.4e} J")
    print(f"{name}: rough core binding energy: {binding:.0f} eV")
    print(f"{name}: photon energy needed: {photon/1000:.4f} keV")
    print(f"{name}: photon/electron momentum ratio q: {q:.4f}")
    print(f"{name}: recoil at 0, 90, 180 deg to beam: "
          + ", ".join(f"{a:.4f}" for a in angular) + " eV")
    print(f"{name}: thermal std. deviation, free atom: {sd_free:.4f} eV")
    print(f"{name}: rough vibrational quantum: {1000*quantum:.0f} meV")
    print(f"{name}: E_R / vibrational quantum: {E/quantum:.3f}")
    print(f"{name}: mean transfer, harmonic well (matrix): {mean_h:.5f} eV")
    print(f"{name}: mean transfer, anharmonic well (matrix): {mean_a:.5f} eV")
    print(f"{name}: std. deviation, harmonic well: {sd_bound:.4f} eV")
    print(f"{name}: no-vibration probability at 0 K: {no_phonon:.4f}")

assert round(E_R["O"], 2) == 0.21
assert round(E_R["In"], 2) == 0.03

M_O = atoms["O"][0] * u
soft = recoil(K_soft, M_O)
exact_soft, _ = recoil_from_conservation(
    K_soft + atoms["O"][1] + soft, atoms["O"][1], M_O, 0, 0)
assert abs(exact_soft / soft - 1) < 1e-4

print(f"Recoil energy ratio O/In: {E_R['O']/E_R['In']:.3f}")
print(f"Differential line shift O - In: {E_R['O']-E_R['In']:.4f} eV")
print(f"O recoil energy at K = {K_soft:.0f} eV: {soft:.4f} eV")
print("checks complete")
```

Printed output:

```
Electron kinetic energy: 6.0 keV
Electron rest energy: 510.999 keV
Electron mass: 9.10938e-31 kg
Electron momentum: 4.1972e-23 kg m/s
Relativistic correction K/(2mc^2): 0.587 %
Temperature: 300 K;  kT: 0.02585 eV
O: atomic weight: 15.999 u;  mass: 2.6567e-26 kg
O: mass ratio m/M: 3.4288e-05
O: recoil speed: 1579.9 m/s
O: recoil energy without relativity: 0.20573 eV
O: recoil energy: 0.20694 eV = 3.3155e-20 J
O: rough core binding energy: 540 eV
O: photon energy needed: 6.5402 keV
O: photon/electron momentum ratio q: 0.0833
O: recoil at 0, 90, 180 deg to beam: 0.1739, 0.2084, 0.2428 eV
O: thermal std. deviation, free atom: 0.1034 eV
O: rough vibrational quantum: 50 meV
O: E_R / vibrational quantum: 4.139
O: mean transfer, harmonic well (matrix): 0.20694 eV
O: mean transfer, anharmonic well (matrix): 0.20694 eV
O: std. deviation, harmonic well: 0.1177 eV
O: no-vibration probability at 0 K: 0.0159
In: atomic weight: 114.818 u;  mass: 1.9066e-25 kg
In: mass ratio m/M: 4.7778e-06
In: recoil speed: 220.1 m/s
In: recoil energy without relativity: 0.02867 eV
In: recoil energy: 0.02884 eV = 4.6199e-21 J
In: rough core binding energy: 450 eV
In: photon energy needed: 6.4500 keV
In: photon/electron momentum ratio q: 0.0821
In: recoil at 0, 90, 180 deg to beam: 0.0243, 0.0290, 0.0338 eV
In: thermal std. deviation, free atom: 0.0386 eV
In: rough vibrational quantum: 15 meV
In: E_R / vibrational quantum: 1.922
In: mean transfer, harmonic well (matrix): 0.02884 eV
In: mean transfer, anharmonic well (matrix): 0.02884 eV
In: std. deviation, harmonic well: 0.0391 eV
In: no-vibration probability at 0 K: 0.1463
Recoil energy ratio O/In: 7.177
Differential line shift O - In: 0.1781 eV
O recoil energy at K = 950 eV: 0.0326 eV
checks complete
```
